**Symmetric Klemens decay of a 0.063 eV phonon at 300 K**

The program tests the linewidth law Γ(T) = Γ(0)[1 + 2n(ω/2)], where ω is the phonon energy, n(ε) = 1/(exp(ε/k_BT) − 1) is the thermal occupation and Γ is the full width at half maximum. It asserts that the closed form of n agrees with an explicit Boltzmann sum over levels. It counts splitting and merging rates from three-mode matrices and asserts that the net relaxation factor is 1 + n₁ + n₂, with the correct thermal occupation as the stationary value. The width is then read from a computed response spectrum of the damped mode, and its ratio to the zero-temperature width is asserted to match the formula. A further assertion compares the golden rule with the exact evolution of one state coupled to 1001 pair states; the two rates differ by less than 1 percent, within the 2 percent tolerance. The output gives an occupation of 0.0958 for the phonon and 0.4198 for each daughter, and a width increase of 83.96 percent. A scan of unequal splits confirms that the equal split has the smallest relative increase. The zero-temperature width of 0.0001 eV is a chosen model value that sets the lifetimes but not the percentage.

## Verification by program

```python
"""Result under test: a phonon of energy w that decays only into two phonons
of energy w/2 has the linewidth G(T) = G(0) * (1 + 2 n(w/2)), where
n(e) = 1/(exp(e/kT) - 1) is the thermal occupation. For w = 0.063 eV and
T = 300 K the increase over G(0) is about 84 percent.
G is the full width at half maximum = relaxation rate of the excess phonon
number (hbar = 1). Daughter modes are in equilibrium at temperature T."""
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq

K_B = physical_constants["Boltzmann constant in eV/K"][0]
HBAR = physical_constants["reduced Planck constant in eV s"][0]

phonon_energy = 0.063      # eV
temperature = 300.0        # K
width_zero = 1.0e-4        # eV, chosen model parameter
kT = K_B * temperature


def bose(energy):
    return 1.0 / np.expm1(energy / kT)


def ladder_mean(energy):
    """Mean number of quanta from the explicit Boltzmann sum over levels."""
    level = np.arange(600)
    weight = np.exp(-level * energy / kT)
    return (level * weight).sum() / weight.sum()


def lowering(size):
    return np.diag(np.sqrt(np.arange(1.0, size)), 1)


def count_rates(ratio1, ratio2, mother_size=5, daughter_size=40):
    """Thermally averaged squared matrix elements for loss and gain of one
    mother quantum; ratio = Boltzmann factor of one daughter quantum."""
    a = sp.csr_matrix(lowering(mother_size))
    b_dag = sp.csr_matrix(lowering(daughter_size).T)
    split = sp.kron(a, sp.kron(b_dag, b_dag)).tocsr()
    squared = split.multiply(split)
    shape = (mother_size, daughter_size**2)
    loss = np.asarray(squared.sum(axis=0)).ravel().reshape(shape)
    gain = np.asarray(squared.sum(axis=1)).ravel().reshape(shape)
    level = np.arange(daughter_size)
    p1, p2 = ratio1**level, ratio2**level
    weight = np.kron(p1 / p1.sum(), p2 / p2.sum())
    # the highest mother level is dropped: it cannot gain in a finite basis
    return (loss @ weight)[:-1], (gain @ weight)[:-1]


def spectral_width(loss, gain, size=12):
    """Full width at half maximum of the response spectrum of a mode with
    loss coefficient 'loss' and gain coefficient 'gain'."""
    a = lowering(size)
    ad, one = a.T, np.eye(size)
    generator = loss * (np.kron(a, a)
                        - 0.5 * (np.kron(ad @ a, one) + np.kron(one, ad @ a)))
    generator += gain * (np.kron(ad, ad)
                         - 0.5 * (np.kron(a @ ad, one) + np.kron(one, a @ ad)))
    population = (gain / loss) ** np.arange(size)
    rho = np.diag(population / population.sum())
    kick = (ad @ rho - rho @ ad).ravel().astype(complex)
    identity = np.eye(size**2)

    def spectrum(detuning):
        x = np.linalg.solve(-1j * detuning * identity - generator, kick)
        return 2.0 * np.trace(a @ x.reshape(size, size)).real

    # a tiny detuning avoids the singular stationary state at exactly zero
    peak = spectrum(1e-4)
    return 2.0 * brentq(lambda d: spectrum(d) - 0.5 * peak, 0.05, 10.0)


# Occupation: level sum against the closed form
for energy in (phonon_energy, phonon_energy / 2, phonon_energy / 3):
    assert abs(ladder_mean(energy) - bose(energy)) < 1e-10
n_phonon = bose(phonon_energy)
n_half = bose(phonon_energy / 2)

# Golden rule: exact evolution of one state coupled to dense pair states
spacing, coupling = 0.1, 0.126
pair_levels = spacing * np.arange(-500, 501)
hamiltonian = np.diag(np.concatenate(([0.0], pair_levels)))
hamiltonian[0, 1:] = hamiltonian[1:, 0] = coupling
values, vectors = np.linalg.eigh(hamiltonian)
survival = [abs((vectors[0]**2 * np.exp(-1j * values * t)).sum())**2
            for t in (1.0, 3.0)]
rate_exact = np.log(survival[0] / survival[1]) / 2.0
rate_golden = 2.0 * np.pi * coupling**2 / spacing
# the finite band of pair states shifts the rate by somewhat under 1 percent
assert abs(rate_exact / rate_golden - 1.0) < 0.02

# Loss and gain counted from matrices, for equal and unequal splitting
net_factor = {}
for fraction in (1 / 2, 1 / 3):
    e1, e2 = fraction * phonon_energy, (1 - fraction) * phonon_energy
    loss, gain = count_rates(np.exp(-e1 / kT), np.exp(-e2 / kT))
    quanta = np.arange(len(loss))
    n1, n2 = bose(e1), bose(e2)
    assert np.allclose(loss, quanta * (1 + n1) * (1 + n2), atol=1e-8)
    assert np.allclose(gain, (quanta + 1) * n1 * n2, atol=1e-8)
    slope = np.diff(loss - gain)
    assert np.allclose(slope, 1 + n1 + n2, atol=1e-8)
    stationary = gain[0] / slope[0]
    assert abs(stationary - ladder_mean(phonon_energy)) < 1e-8
    net_factor[fraction] = slope[0]
    if fraction == 1 / 2:
        loss_one, gain_zero = loss[1], gain[0]

# Width read from the computed spectra, cold and at 300 K
cold_loss, cold_gain = count_rates(0.0, 0.0)
width_cold = spectral_width(cold_loss[1], cold_gain[0])
width_warm = spectral_width(loss_one, gain_zero)
ratio_spectrum = width_warm / width_cold
ratio_formula = 1 + 2 * n_half
assert abs(width_cold - 1.0) < 1e-5
assert abs(ratio_spectrum - ratio_formula) < 1e-5
assert abs(ratio_spectrum - 1 / np.tanh(phonon_energy / (4 * kT))) < 1e-5
assert abs(100 * (ratio_spectrum - 1) - 84) < 0.5

# The equal split has the smallest thermal increase
fractions = np.linspace(0.05, 0.95, 91)
increase = [ladder_mean(f * phonon_energy) + ladder_mean((1 - f) * phonon_energy)
            for f in fractions]
assert abs(fractions[int(np.argmin(increase))] - 0.5) < 1e-9

width_300 = width_zero * ratio_formula
print(f"phonon energy                      {phonon_energy:.4f} eV")
print(f"daughter energy                    {phonon_energy / 2:.4f} eV")
print(f"temperature                        {temperature:.0f} K")
print(f"Boltzmann constant                 {K_B:.6e} eV/K")
print(f"thermal energy kT                  {kT:.6f} eV")
print(f"phonon energy / kT                 {phonon_energy / kT:.4f} (no unit)")
print(f"exp(phonon energy / kT)            {np.exp(phonon_energy / kT):.4f} (no unit)")
print(f"occupation of the phonon           {n_phonon:.4f} (no unit)")
print(f"daughter energy / kT               {phonon_energy / 2 / kT:.4f} (no unit)")
print(f"exp(daughter energy / kT)          {np.exp(phonon_energy / 2 / kT):.4f} (no unit)")
print(f"occupation of each daughter        {n_half:.4f} (no unit)")
print(f"loss factor (1+n)^2, counted       {loss_one:.4f} (no unit)")
print(f"gain factor n^2, counted           {gain_zero:.4f} (no unit)")
print(f"width ratio, formula               {ratio_formula:.4f} (no unit)")
print(f"width ratio, computed spectra      {ratio_spectrum:.4f} (no unit)")
print(f"increase of the width              {100 * (ratio_formula - 1):.2f} percent")
print(f"increase if n(w) is used wrongly   {100 * 2 * n_phonon:.2f} percent")
print(f"increase for split 1/3 and 2/3     {100 * (net_factor[1 / 3] - 1):.2f} percent")
print(f"golden-rule rate / exact rate      {rate_golden / rate_exact:.4f} (no unit)")
print(f"chosen width at zero temperature   {width_zero:.6f} eV")
print(f"width at 300 K                     {width_300:.6f} eV")
print(f"lifetime at zero temperature       {HBAR / width_zero * 1e12:.3f} ps")
print(f"lifetime at 300 K                  {HBAR / width_300 * 1e12:.3f} ps")
print("tests ok")
```

Printed output:

```
phonon energy                      0.0630 eV
daughter energy                    0.0315 eV
temperature                        300 K
Boltzmann constant                 8.617333e-05 eV/K
thermal energy kT                  0.025852 eV
phonon energy / kT                 2.4369 (no unit)
exp(phonon energy / kT)            11.4381 (no unit)
occupation of the phonon           0.0958 (no unit)
daughter energy / kT               1.2185 (no unit)
exp(daughter energy / kT)          3.3820 (no unit)
occupation of each daughter        0.4198 (no unit)
loss factor (1+n)^2, counted       2.0159 (no unit)
gain factor n^2, counted           0.1762 (no unit)
width ratio, formula               1.8396 (no unit)
width ratio, computed spectra      1.8396 (no unit)
increase of the width              83.96 percent
increase if n(w) is used wrongly   19.16 percent
increase for split 1/3 and 2/3     104.33 percent
golden-rule rate / exact rate      0.9936 (no unit)
chosen width at zero temperature   0.000100 eV
width at 300 K                     0.000184 eV
lifetime at zero temperature       6.582 ps
lifetime at 300 K                  3.578 ps
tests ok
```
